# Tunnelling Splitting in a Cavity: Slow and Fast Modes

## Problem

A particle of mass $M$ and unit charge moves in the double well
$$V(x)=V_b\left(\frac{x^2}{a^2}-1\right)^2$$
and couples to one cavity mode with coordinate $q$, momentum $P$ and frequency $\omega$. In Hartree atomic units ($\hbar=1$) the Hamiltonian is
$$H=\frac{p^2}{2M}+V(x)+\frac{P^2}{2}+\frac12(\omega q-\lambda x)^2 .$$
The coupling $\lambda$ is related to the mode volume by $\lambda^2=4\pi/\mathcal V$. The square contains the dipole self-energy $\lambda^2x^2/2$. The model has a linear dipole, one mode and no loss.

$H$ is unchanged under the joint reflection $(x,q)\to(-x,-q)$. The tunnelling splitting $\Delta$ is the lowest odd level minus the lowest even level, and $\Delta_0$ is its value at $\lambda=0$.

Take $M=2000$, $a=1$ and $V_b=0.016$. The frequency at the bottom of a well follows from $M\Omega^2=V''(a)=8V_b/a^2$, so $\Omega=\sqrt{8V_b/M}/a=0.008$. Diagonalizing the bare well gives $\Delta_0=1.516\times10^{-6}$ hartree. Find $\Delta/\Delta_0$ for

- A: $\omega=4\times10^{-4}$, $\lambda=0.02$;
- B: $\omega=0.08$, $\lambda=0.02$;
- C: $\omega=0.08$, $\lambda=1$.

Case C is a deliberately huge coupling. Its mode volume would be $4\pi$ bohr³, too small for the dipole approximation, so it serves to test the mathematics of the model. The coupling $\lambda=0.02$ of A and B is also very large for a single particle. It corresponds to $\mathcal V=4.7\ \mathrm{nm^3}$, while the wavelength is $114\ \mu$m in A and $570$ nm in B. This volume is $2.5\times10^{-14}$ (A) and $2\times10^{-7}$ (B) of a half-wavelength cubed, and in A the vacuum coupling $\lambda d_0\sqrt{\omega/2}$, with $d_0$ the transition dipole given below, is $0.67\,\omega$. Since $\lambda^2\propto1/\mathcal V$, one particle in a cavity of half-wavelength size would show a negligible change of the splitting in this model.

## A tempting solution

In all three cases $\omega\gg\Delta_0$, so it seems enough to keep the two lowest bare states $|0\rangle$ and $|1\rangle$. With $d_0=|\langle0|x|1\rangle|=0.948$, the position becomes $x\to d_0\sigma$, where $\sigma=\pm1$ labels the right and left well. Then $x^2\to d_0^2$ is a constant, and the cavity part of $H$ is an oscillator centred at
$$q=\pm q_0,\qquad q_0=\lambda d_0/\omega .$$
Its two ground states are Gaussians proportional to $e^{-\omega(q\mp q_0)^2/2}$. Their product is proportional to $e^{-\omega q^2-\omega q_0^2}$, so their normalized overlap is $e^{-\omega q_0^2}$. Tunnelling must carry the oscillator from one state to the other, which suggests
$$\Delta\stackrel{?}{=}\Delta_0\,e^{-\lambda^2d_0^2/\omega}. \tag{1}$$

For A the exponent is $4\times10^{-4}\times0.898/4\times10^{-4}=0.898$, and the ratio is $0.407$. For B the exponent is $0.0045$. For C it is $0.898/0.08=11.2$, and tunnelling is suppressed by a factor of about $10^{5}$.

Diagonalizing the full $H$ gives $0.443$ for A. For B, $-\ln(\Delta/\Delta_0)=1.68\times10^{-4}$, so (1) overstates the effect by a factor of 27. For C the ratio is $0.661$: most of the splitting survives.

## Where it fails

The condition $\omega\gg\Delta_0$ compares the photon with the doublet. It does not compare it with the higher matter states, which lie at energies of order $\Omega$. Weak-coupling perturbation theory shows what they do.

Write $E_{mn}=E_m-E_n$ and $x_{mn}=\langle m|x|n\rangle$ for the bare well. With no photon present, the self-energy shifts level $n$ at first order by
$$\tfrac12\lambda^2\langle x^2\rangle_n=\tfrac12\lambda^2\sum_m|x_{mn}|^2 .$$
The linear coupling $-\lambda\omega qx$ acts at second order. It creates one photon with $|\langle1_{\rm ph}|q|0_{\rm ph}\rangle|^2=1/(2\omega)$, which gives
$$-\lambda^2\omega^2\,\frac1{2\omega}\sum_m\frac{|x_{mn}|^2}{E_{mn}+\omega}.$$
Adding the two terms and dividing by $\lambda^2$,
$$\frac{dE_n}{d\lambda^2}=\frac12\sum_m|x_{mn}|^2\left(1-\frac{\omega}{E_{mn}+\omega}\right)=\frac12\sum_m|x_{mn}|^2\frac{E_{mn}}{E_{mn}+\omega}. \tag{2}$$

Keep first the doublet alone. Then $E_{10}=\Delta_0$ and $E_{01}=-\Delta_0$, and the difference of the two slopes is
$$\frac{d\Delta}{d\lambda^2}=-\frac{d_0^2\Delta_0}{2}\left(\frac1{\omega-\Delta_0}+\frac1{\omega+\Delta_0}\right)=-\Delta_0\,\frac{d_0^2\,\omega}{\omega^2-\Delta_0^2}. \tag{3}$$
For $\omega\gg\Delta_0$ this is the weak-coupling form of (1). Nearer resonance the overlap exponent is wrong even within the doublet. At $\omega=3\Delta_0$, (3) exceeds it by a factor $9/8=1.125$, and the full sum (2) gives $1.124$.

Now let $\omega$ be large compared with all matter energies that matter in (2), and expand:
$$\frac{dE_n}{d\lambda^2}=\frac1{2\omega}\sum_m|x_{mn}|^2E_{mn}-\frac1{2\omega^2}\sum_m|x_{mn}|^2E_{mn}^2+\dots \tag{4}$$
The first sum follows from a double commutator. With $h=p^2/2M+V$, one has $[h,x]=-ip/M$ and $[x,[h,x]]=1/M$. The expectation value of the double commutator in state $n$ is $2\sum_m|x_{mn}|^2E_{mn}$. Hence the sum equals $1/(2M)$ for every $n$, and the $1/\omega$ term drops out of the splitting.

This is the fault in (1). The doublet contributes $-d_0^2\Delta_0/\omega$ to the slope of the splitting, and for a fast mode the higher states cancel that contribution. Truncation keeps one side of the cancellation.

What remains is the second term of (4). Since $|x_{mn}|^2E_{mn}^2=|p_{mn}|^2/M^2$, it equals $-\langle p^2\rangle_n/(2M^2\omega^2)$. An added mass $\delta M$ changes $p^2/2M$ by $-\delta M\,p^2/(2M^2)$, so this term is the effect of $\delta M=\lambda^2/\omega^2$.

## Slow mode: $\Delta_0\ll\omega\ll\Omega$

Let $\omega\ll\Omega$, and let $\lambda^2\ll M\Omega^2$ so that the self-energy leaves the double well intact. In (2) the higher states have $E_{mn}\gtrsim\Omega\gg\omega$. For them the linear coupling removes only a fraction $\omega/(E_{mn}+\omega)$ of the self-energy term, while the self-energy term itself survives. To first order in $\lambda^2$ the linear coupling may therefore be projected on a doublet, but $x^2$ should not be replaced by a constant before the doublet is found. Put the self-energy into the matter Hamiltonian:
$$h_\lambda=\frac{p^2}{2M}+V(x)+\frac12\lambda^2x^2 .$$
Let $\Delta_\lambda$ be its splitting and $d$ its transition dipole. Only the linear coupling is left to project, $-\lambda\omega qx\to-\lambda\omega d\,\sigma q$, and completing the square gives
$$\frac12\omega^2q^2-\lambda\omega d\,\sigma q=\frac12\omega^2\left(q-\frac{\lambda d\,\sigma}{\omega}\right)^2-\frac12\lambda^2d^2 .$$
The last term is the same in both wells. The Gaussian overlap found above, with $d$ in place of $d_0$, then gives
$$\Delta\simeq\Delta_\lambda\,e^{-\lambda^2d^2/\omega}. \tag{5}$$

The conditions above make the neglected terms small compared with the exponent $\lambda^2d^2/\omega$. The difference between $d$ and $d_0$ in the exponent is itself of order $\lambda^4$, beyond what this argument controls. Once the oscillator is displaced to $q\approx\pm\lambda d/\omega$, the linear coupling pulls the minima outward with a force of about $\lambda^2d$, which nearly cancels the inward force of the self-energy. Keeping $d_0$ in the exponent, with the prefactor $\Delta_\lambda$, was more accurate in every case computed: the logarithmic error is $0.006$ against $0.0125$ for case A, and $0.005$ against $0.11$ at $\lambda=0.04$ and the same $\omega$. The essential repair of (1) is the prefactor $\Delta_\lambda$. For the splitting itself to be accurate, the exponent must also not be large, because a small relative error in a large exponent changes $\Delta$ considerably.

The exponential is the Franck–Condon suppression: the particle crosses in a time of order $1/\Omega$, too short for the slow oscillator to rearrange. The prefactor $\Delta_\lambda$ exceeds $\Delta_0$, because $\lambda^2x^2/2$ raises the two minima and leaves the barrier top at $x=0$ where it was.

For case A, $\omega/\Delta_0=264$, $\omega/\Omega=0.05$ and $\lambda^2/(M\Omega^2)=4\times10^{-4}/0.128=0.003$, so all three conditions hold. Diagonalizing $h_\lambda$ gives $\Delta_\lambda=1.661\times10^{-6}$ hartree, 9.5% above $\Delta_0$, and $d=0.944$. The exponent is $0.892$, the overlap is $0.410$, and
$$\Delta\simeq1.661\times10^{-6}\times0.410=6.81\times10^{-7}\ \text{hartree}.$$
The full diagonalization gives $6.72\times10^{-7}$ hartree, or $0.148\ \mathrm{cm^{-1}}$ against $0.333\ \mathrm{cm^{-1}}$ without the cavity. Formula (5) is 1.3% too high. When $\omega$ and $\lambda^2$ are both halved, which leaves $\lambda^2/\omega$ fixed, the logarithmic error falls from $0.0125$ to $0.0045$ in magnitude.

## Fast mode: $\omega\gg\Omega$

In case C the projection fails visibly. The curvature of $V+\lambda^2x^2/2$ at $x=0$ is $-4V_b/a^2+\lambda^2=-0.064+1>0$, so the potential at fixed $q=0$ has a single well and no tunnelling doublet. A fast oscillator does not stay at $q=0$, however. It follows the particle at $q=\lambda x/\omega$, where the square in $H$ vanishes. Its kinetic energy is then $\dot q^2/2=(\lambda^2/\omega^2)\dot x^2/2$, which acts as extra mass.

To derive this from $H$, apply $U=e^{-i\lambda xP/\omega}$. It gives $U^\dagger qU=q+\lambda x/\omega$ and $U^\dagger pU=p-\lambda P/\omega$, and leaves $x$ and $P$ alone. Hence
$$U^\dagger HU=\frac{(p-\lambda P/\omega)^2}{2M}+V(x)+\frac{P^2}{2}+\frac{\omega^2q^2}{2}.$$
Define $\eta=\lambda^2/(M\omega^2)$ and $c=\lambda/[M\omega(1+\eta)]$. The terms containing momenta are
$$\frac{p^2}{2M}-\frac{\lambda}{M\omega}pP+\frac{1+\eta}2P^2=\frac{1+\eta}{2}(P-cp)^2+\frac{p^2}{2M}-\frac{1+\eta}{2}c^2p^2 .$$
The subtracted term is $\dfrac{\lambda^2p^2}{2M^2\omega^2(1+\eta)}=\dfrac{p^2}{2M}\dfrac{\eta}{1+\eta}$, so the last two terms combine to
$$\frac{p^2}{2M}\left(1-\frac{\eta}{1+\eta}\right)=\frac{p^2}{2M(1+\eta)}=\frac{p^2}{2M^*},\qquad M^*=M+\frac{\lambda^2}{\omega^2}. \tag{6}$$
A second transformation, $W=e^{icpq}$, replaces $P$ by $P+cp$ and $x$ by $x-cq$. The result is still equivalent to $H$:
$$\tilde H=\frac{p^2}{2M^*}+V(x-cq)+\frac{1+\eta}2P^2+\frac{\omega^2q^2}{2}. \tag{7}$$

The oscillator in (7) has frequency $\omega\sqrt{1+\eta}$ and ground-state variance $\langle q^2\rangle=\sqrt{1+\eta}/(2\omega)$. As $\omega\to\infty$ at fixed $\lambda/\omega$, $c$ stays fixed while $\langle q^2\rangle\to0$. The splitting becomes that of the bare well with mass $M^*$.

The first correction is the average of $V(x-cq)$ over the oscillator ground state. Odd powers of $q$ vanish, and the fourth-order term is a constant for a quartic potential, so
$$\langle V(x-cq)\rangle=V+\frac12\sigma^2V''+\text{const},\qquad \sigma^2=\frac{c^2\sqrt{1+\eta}}{2\omega}. \tag{8}$$
Since $V''=V_b(12x^2/a^4-4/a^2)$ is negative at the barrier top and positive at the minima, the averaging lowers the barrier and raises the splitting.

For case C, $\lambda^2/\omega^2=1/0.0064=156.25$, so $M^*=2156$ and $\eta=0.078$. Solving the bare well with this mass gives $\Delta/\Delta_0=0.655$, against $0.661$ from the full $H$. The logarithmic error is $0.0097$. With the averaged potential it drops to $0.00025$ in magnitude. Doubling $\omega$ and $\lambda$ together halves the error of the mass formula to $0.0049$, as expected from $\sigma^2\propto1/\omega$.

For case B, $\lambda^2/\omega^2=4\times10^{-4}/0.0064=0.0625$ electron masses, a relative change of $3.1\times10^{-5}$. The mass formula gives $\ln(\Delta/\Delta_0)=-1.73\times10^{-4}$ and the full $H$ gives $-1.68\times10^{-4}$. At the coupling that more than halves the splitting in case A, the fast mode has almost no effect.

## One exponent for both regimes

For a deep well, weak coupling and $\omega\gg\Delta_0$, the two limits can be joined. To leading semiclassical order $\Delta\propto e^{-S}$, where $S$ is the imaginary-time action of a path from one minimum to the other. Without the cavity such a path satisfies $M\dot x^2/2=V$. Its solution is $x=a\tanh(\Omega t/2)$, and its action is
$$S_0=\int M\dot x\,dx=\frac{Ma\Omega}{2}\int_{-a}^{a}\left(1-\frac{x^2}{a^2}\right)dx=\frac{2M\Omega a^2}{3}=10.7 .$$

The cavity adds $\int dt\,[\dot q^2+(\omega q-\lambda x)^2]/2$ to the action. At imaginary-time frequency $\nu$, minimizing over $q$ gives $q_\nu=\omega\lambda x_\nu/(\nu^2+\omega^2)$. The remainder is
$$\frac{\lambda^2}{2}|x_\nu|^2\left(1-\frac{\omega^2}{\nu^2+\omega^2}\right)=\frac{\lambda^2}{2}\frac{|v_\nu|^2}{\nu^2+\omega^2},$$
where $v=\dot x$ and $|v_\nu|^2=\nu^2|x_\nu|^2$. To first order in $\lambda^2$ the action is evaluated on the unperturbed path, so $\ln(\Delta/\Delta_0)\simeq-K$ with
$$K=\frac{\lambda^2}{2}\int\frac{d\nu}{2\pi}\frac{|v_\nu|^2}{\nu^2+\omega^2}. \tag{9}$$

The velocity is $v=(a\Omega/2)\,\mathrm{sech}^2(\Omega t/2)$. Its transform needs $I(k)=\int\mathrm{sech}^2u\,e^{iku}du$. Shifting the contour by $i\pi$ multiplies the integral by $e^{-\pi k}$ and encloses the double pole at $i\pi/2$, whose residue is $-ike^{-\pi k/2}$. Thus $(1-e^{-\pi k})I=2\pi k\,e^{-\pi k/2}$, or $I=\pi k/\sinh(\pi k/2)$. With $k=2\nu/\Omega$,
$$v_\nu=2a\,\frac{\pi\nu/\Omega}{\sinh(\pi\nu/\Omega)} .$$

Put $\nu=\Omega s$ and $r=\omega/\Omega$. Then
$$K=\frac{\pi\lambda^2a^2}{\Omega}J,\qquad J=\int_{-\infty}^{\infty}\frac{s^2\,ds}{(s^2+r^2)\sinh^2\pi s}.$$
Move the contour up to $\mathrm{Im}\,s=N+\frac12$ with $N\to\infty$. Three pieces arise, for non-integer $r$:

- the displaced line gives $-\int\mathrm{sech}^2(\pi s)\,ds=-2/\pi$;
- the pole at $s=ir$ gives $\pi r/\sin^2\pi r$;
- the double poles at $s=in$ give $-\dfrac{4r^2}{\pi}\displaystyle\sum_{n\ge1}\frac{n}{(n^2-r^2)^2}=-\frac r\pi\sum_{n\ge1}\left[\frac1{(n-r)^2}-\frac1{(n+r)^2}\right]$.

Use $\pi^2/\sin^2\pi r=\sum_{n=-\infty}^{\infty}(n+r)^{-2}$ in the second piece. The terms in $(n-r)^{-2}$ cancel. With the trigamma function $\psi'(r)=\sum_{n\ge0}(n+r)^{-2}$, what is left is $\pi J=2r\psi'(r)-1/r-2$. Integer $r$ follows by continuity, and
$$K=\frac{\lambda^2a^2}{\Omega}\left[2r\psi'(r)-2-\frac1r\right]. \tag{10}$$

For $r\ll1$, $\psi'(r)\simeq1/r^2$ and $K\simeq\lambda^2a^2/\omega-2\lambda^2a^2/\Omega$. The first term is the Franck–Condon exponent. The second is the barrier lowering, since along the path $\int\frac12\lambda^2(x^2-a^2)dt=-\frac12\lambda^2a^2\int\mathrm{sech}^2(\Omega t/2)\,dt=-2\lambda^2a^2/\Omega$.

For $r\gg1$, the denominator in (9) becomes $\omega^2$, and $K\simeq(\lambda^2/2\omega^2)\int v^2dt=S_0\eta/2$. This is the growth of $S_0\propto\sqrt M$ when $M\to M(1+\eta)$.

At $\lambda=0.02$ the formula compares with diagonalization as follows.

| $\omega/\Omega$ | $-\ln(\Delta/\Delta_0)$ | $K$ |
|---|---|---|
| 0.05 | 0.813 | 0.908 |
| 1 | 0.0135 | 0.0145 |
| 10 | $1.68\times10^{-4}$ | $1.66\times10^{-4}$ |

The differences, up to 12% of the diagonalized value, reflect mainly the finite depth of the well. In the weak-coupling limit, the ratio of the slope from (2) to that from (10) was computed for $S_0=10.7$, $13.3$ and $16$ at $\omega/\Omega=0.05$, $1$ and $40$, and extrapolated to infinite $S_0$ with a quadratic in $1/S_0$ through the three points. The limits are $0.999$, $0.999$ and $0.998$. Adding wells with $S_0=18$ and $20$ and changing the order of the fit leaves every limit within 1% of 1. At $S_0=10.7$ the slope ratios for the three rows of the table are $0.897$, $0.9285$ and $1.013$, close to the tabulated ratios $0.896$, $0.928$ and $1.013$, so higher orders in $\lambda^2$ contribute little.

The answers are therefore $0.443$ for A, $1-1.7\times10^{-4}$ for B and $0.661$ for C. Formula (5) accounts for the first, and the mass $M^*$ in (6) for the other two, within the errors stated above.

## Computed results

```
mass M = 2000 m_e, a = 1.0 bohr, barrier Vb = 0.016 Ha
well frequency Omega = 0.0080 Ha = 1756 cm^-1
action S0 = 10.667 hbar; ground level E0 = 0.00386 Ha
bare splitting Delta0 = 1.5164e-06 Ha = 0.3328 cm^-1
bare transition dipole d0 = 0.9478 a.u.
coupling lam = 0.020 a.u.; mode volume 4 pi/lam^2 = 4.66 nm^3
SLOW MODE
omega = 4.0e-04 Ha = 87.8 cm^-1
omega/Delta0 = 264; omega/Omega = 0.050
splitting with self-energy Delta_lam = 1.6606e-06 Ha
Delta_lam/Delta0 = 1.0951; dipole d = 0.9442 a.u.
exponent lam^2 d^2/omega = 0.8916
overlap factor = 0.4100
formula splitting = 6.8088e-07 Ha
diagonalized splitting = 6.7239e-07 Ha = 0.1476 cm^-1
ln(diagonalized/formula) = -0.01254
same, omega and lam^2 halved = -0.00450
slope/(d0^2/omega) at omega = 3 Delta0: 1.1238
FAST MODE, ordinary coupling lam = 0.02
omega = 0.080 Ha = 17558 cm^-1
added mass lam^2/omega^2 = 0.0625 m_e
relative mass change = 3.125e-05
ln(Delta/Delta0): diagonalized -1.6846e-04, mass -1.7261e-04
FAST MODE, huge coupling lam = 1.0 a.u., same omega
added mass = 156.25 m_e; relative 0.07812
position variance sigma^2 = 2.181e-04 bohr^2
diagonalized splitting = 1.0028e-06 Ha = 0.2201 cm^-1
heavier-mass splitting = 9.9310e-07 Ha
with averaged potential = 1.0030e-06 Ha
Delta/Delta0 = 0.6613; mass formula 0.6549
log error: mass only 0.00969, averaged -0.00025
mass-only log error, omega and lam doubled = 0.00490
CROSSOVER at lam = 0.020 a.u.
omega/Omega  0.05: Delta/Delta0 0.443422, -ln 8.1323e-01, K 9.0766e-01
omega/Omega  0.20: Delta/Delta0 0.854399, -ln 1.5736e-01, K 1.7535e-01
omega/Omega  1.00: Delta/Delta0 0.986639, -ln 1.3451e-02, K 1.4493e-02
omega/Omega  5.00: Delta/Delta0 0.999342, -ln 6.5780e-04, K 6.6148e-04
omega/Omega 10.00: Delta/Delta0 0.999832, -ln 1.6846e-04, K 1.6634e-04
DEEP-WELL TEST: exact slope / K slope
S0 = 10.67, 13.33, 16.00
omega/Omega  0.05: 0.8974, 0.9194, 0.9336; extrapolated 0.9987
omega/Omega  1.00: 0.9285, 0.9437, 0.9535; extrapolated 0.9988
omega/Omega 40.00: 1.0294, 1.0257, 1.0224; extrapolated 0.9977
slope at omega = Omega: sum 33.642, coupled 33.641 a.u.
two Hamiltonian forms, relative gap difference 1.1e-11
```
